# The diamond structure factor with the origin at a bond centre: a numerical check

```python
"""
Result under test: in the diamond structure with the origin at a bond centre,
atoms at +tau and -tau with tau = a(1,1,1)/8, the structure factor
    S(G) = (1/2) sum_j exp(-i G.tau_j)  equals  cos(G.tau) = cos(pi*(h+k+l)/4),
where G = (2 pi/a)(h,k,l). It vanishes on the (200) and (222) shells.
A superposition of spherical atomic wells v then has Fourier coefficients
    V(G) = (2/Omega) vhat(G) S(G),  Omega = a^3/4 (primitive cell volume).
N = h^2+k^2+l^2 is G^2 in units of (2 pi/a)^2. Hartree atomic units.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
a = 8.0            # cubic edge, bohr
depth = 1.0        # depth of an atomic well, hartree
width = 1.0        # Gaussian width of every well, bohr
bond_depth = 0.1   # depth of an added well at each bond centre, hartree
n_grid = 24        # grid points along the cubic edge
omega = a**3 / 4
tau = a * np.ones(3) / 8
fcc = a * np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])


def clean(x, digits):
    """Round and remove a negative zero."""
    return round(float(x), digits) + 0.0


def lattice_potential(sites, well_depth):
    """Real-space sum of Gaussian wells at the sites and periodic images."""
    x = np.arange(n_grid) * a / n_grid
    images = a * np.arange(-3, 4)
    total = np.zeros((n_grid,) * 3)
    for site in sites:
        gx, gy, gz = [np.exp(-(x[:, None] - c - images)**2
                             / (2 * width**2)).sum(axis=1) for c in site]
        total -= well_depth * np.einsum("i,j,k->ijk", gx, gy, gz)
    return total


def fourier(potential):
    """Coefficients (1/volume) * integral of V exp(-i G.r) over the cell."""
    return np.fft.fftn(potential) / n_grid**3


def prefactor(n_square):
    """Derived factor 2*vhat(G)/Omega for the atomic wells."""
    g2 = n_square * (2 * np.pi / a)**2
    vhat = -depth * (2*np.pi)**1.5 * width**3 * np.exp(-g2 * width**2 / 2)
    return 2 * vhat / omega


def s_formula(hkl):
    return np.cos(np.pi * np.sum(hkl, axis=-1) / 4)


# Reciprocal lattice generated from the primitive vectors, up to N = 200
primitive = np.array([[0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
reciprocal = np.linalg.inv(primitive).T
coeffs = np.array(list(itertools.product(range(-11, 12), repeat=3)))
g_all = np.rint(coeffs @ reciprocal).astype(int)
assert np.allclose(g_all, coeffs @ reciprocal, atol=1e-10)
g_all = g_all[(g_all**2).sum(axis=1) <= 200]
cube = np.array(list(itertools.product(range(-14, 15), repeat=3)))
same_parity = np.all(cube % 2 == cube[:, :1] % 2, axis=1)
allowed = cube[same_parity & ((cube**2).sum(axis=1) <= 200)]
assert set(map(tuple, g_all)) == set(map(tuple, allowed))

# Structure factor from the explicit sum over the two atoms
g_vectors = 2 * np.pi / a * g_all
s_sum = (np.exp(-1j * g_vectors @ tau) + np.exp(1j * g_vectors @ tau)) / 2
assert np.allclose(s_sum, s_formula(g_all), atol=1e-11)

# The modulus depends on the shell only: N mod 8 = 0, 3, 4
n_all = (g_all**2).sum(axis=1)
assert set(n_all % 8) == {0, 3, 4}
for residue, modulus in ((0, 1.0), (3, np.sqrt(0.5)), (4, 0.0)):
    assert np.allclose(abs(s_sum[n_all % 8 == residue]), modulus, atol=1e-11)

# Real-space potential and its Fourier coefficients
atoms_minus, atoms_plus = fcc - tau, fcc + tau
v_atoms = lattice_potential(np.vstack([atoms_minus, atoms_plus]), depth)
v_g = fourier(v_atoms)
for hkl in itertools.product(range(-4, 5), repeat=3):
    in_lattice = len({i % 2 for i in hkl}) == 1
    expected = prefactor(sum(i*i for i in hkl)) * s_formula(hkl) \
        if in_lattice else 0.0
    assert abs(v_g[hkl] - expected) < 1e-12

# Origin moved onto an atom: atoms at 0 and 2 tau
v_g_atom = fourier(lattice_potential(np.vstack([fcc, fcc + 2*tau]), depth))
for hkl in g_all[n_all <= 19]:
    phase = np.exp(-2j * np.pi / a * (hkl @ tau))
    assert abs(v_g_atom[tuple(hkl)] - phase * v_g[tuple(hkl)]) < 1e-12
s_atom_111 = v_g_atom[1, 1, 1] / prefactor(3)
assert abs(s_atom_111 - (1 + 1j) / 2) < 1e-10

# Bond centres found as midpoints of nearest neighbours
bond_length = np.sqrt(3) * a / 4
shifts = a * np.array(list(itertools.product((-1, 0, 1), repeat=3)))
bonds = [(p + q + s) / 2 for p in atoms_minus for q in atoms_plus
         for s in shifts if abs(np.linalg.norm(q + s - p) - bond_length) < 1e-9]
assert len(bonds) == 16
assert min(np.linalg.norm(b) for b in bonds) < 1e-12
v_total = v_atoms + lattice_potential(bonds, bond_depth)
v_g_total = fourier(v_total)
shell_200 = [tuple(g) for g in g_all[n_all == 4]]
shell_222 = [tuple(g) for g in g_all[n_all == 12]]
assert max(abs(v_g_total[g]) for g in shell_200) < 1e-12
assert min(abs(v_g_total[g]) for g in shell_222) > 1e-4

# Screw operation (x,y,z) -> (x+a/4, -z, y+a/4) leaves the crystal unchanged
i, j, k = np.indices(v_total.shape)
quarter = n_grid // 4
moved = v_total[(i + quarter) % n_grid, (-k) % n_grid, (j + quarter) % n_grid]
assert np.allclose(moved, v_total, atol=1e-12)

# Output
print(f"cubic edge a = {a:.1f} bohr, primitive volume = {omega:.1f} bohr^3")
print(f"atomic well: depth {depth:.1f} hartree, width {width:.1f} bohr")
print(f"2 pi/a = {2*np.pi/a:.6f} 1/bohr")
print("Shells: N, members, |S|, G^2 (1/bohr^2), 2 vhat/Omega (hartree)")
shells = sorted(set(n_all[n_all <= 19]))
for n in shells:
    members = g_all[n_all == n]
    modulus = abs(s_sum[n_all == n]).max()
    print(f"{n:3d} {len(members):3d} {modulus:.4f} "
          f"{n*(2*np.pi/a)**2:8.4f} {prefactor(n):10.6f}")
print("vectors with N <= 19:", int((n_all <= 19).sum()))
print("Table: N, example (h,k,l), |h+k+l|, members, S, V(G) (hartree)")
for n in shells:
    sums = abs(g_all.sum(axis=1))
    for m in sorted(set(sums[n_all == n]), reverse=True):
        chosen = (n_all == n) & (sums == m)
        assert np.ptp(s_sum[chosen].real) < 1e-11
        example = max(tuple(int(c) for c in g) for g in g_all[chosen])
        s_value = clean(s_sum[chosen][0].real, 4)
        v_value = clean(v_g[example].real, 6)
        print(f"{n:3d} {str(example):12s} {m:2d} {chosen.sum():3d} "
              f"{s_value:8.4f} {v_value:10.6f}")
print(f"V(111) = {v_g[1,1,1].real*HARTREE_EV:.4f} eV")
print(f"S(111), origin on an atom: {s_atom_111.real:.4f} "
      f"{s_atom_111.imag:+.4f} i")
print(f"added bond-centre wells: depth {bond_depth:.1f} hartree, "
      f"width {width:.1f} bohr")
print(f"bond centres per cubic cell: {len(bonds)}")
print(f"with bond wells V(200) = {clean(v_g_total[2,0,0].real, 6):.6f} hartree")
print(f"with bond wells V(222) = {clean(v_g_total[2,2,2].real, 6):.6f} hartree")
print("every check passed")
```

Printed output:

```
cubic edge a = 8.0 bohr, primitive volume = 128.0 bohr^3
atomic well: depth 1.0 hartree, width 1.0 bohr
2 pi/a = 0.785398 1/bohr
Shells: N, members, |S|, G^2 (1/bohr^2), 2 vhat/Omega (hartree)
  0   1 1.0000   0.0000  -0.246088
  3   8 0.7071   1.8506  -0.097555
  4   6 0.0000   2.4674  -0.071664
  8  12 1.0000   4.9348  -0.020869
 11  24 0.7071   6.7854  -0.008273
 12   8 0.0000   7.4022  -0.006077
 16   6 1.0000   9.8696  -0.001770
 19  24 0.7071  11.7202  -0.000702
vectors with N <= 19: 89
Table: N, example (h,k,l), |h+k+l|, members, S, V(G) (hartree)
  0 (0, 0, 0)     0   1   1.0000  -0.246088
  3 (1, 1, 1)     3   2  -0.7071   0.068982
  3 (1, 1, -1)    1   6   0.7071  -0.068982
  4 (2, 0, 0)     2   6   0.0000   0.000000
  8 (2, 2, 0)     4   6  -1.0000   0.020869
  8 (2, 0, -2)    0   6   1.0000  -0.020869
 11 (3, 1, 1)     5   6  -0.7071   0.005850
 11 (3, 1, -1)    3  12  -0.7071   0.005850
 11 (3, -1, -1)   1   6   0.7071  -0.005850
 12 (2, 2, 2)     6   2   0.0000   0.000000
 12 (2, 2, -2)    2   6   0.0000   0.000000
 16 (4, 0, 0)     4   6  -1.0000   0.001770
 19 (3, 3, 1)     7   6   0.7071  -0.000496
 19 (3, 3, -1)    5   6  -0.7071   0.000496
 19 (3, 1, -3)    1  12   0.7071  -0.000496
V(111) = 1.8771 eV
S(111), origin on an atom: 0.5000 +0.5000 i
added bond-centre wells: depth 0.1 hartree, width 1.0 bohr
bond centres per cubic cell: 16
with bond wells V(200) = 0.000000 hartree
with bond wells V(222) = -0.001215 hartree
every check passed
```
